\section*{Lindhard Function and Pair Threshold of the One-Dimensional Electron Gas}

\section{Two estimates that fail}

A slowly varying potential energy $V(x)$ is applied to a gas of free electrons on a line. The electrons fill all levels up to a common energy, so the density changes by $-V(x)$ times the density of states at the Fermi energy. It is tempting to use this rule for a potential of any wavelength. For a gas with Fermi wavevector $k_F=0.5\,\mathrm{bohr}^{-1}$ the rule gives a response of $-1.27$ per bohr and hartree, while the correct value at wavevector $1.9\,k_F$ is $-2.46$. At $2k_F$ linear response gives no finite value.

A second estimate concerns absorption. The gas has no band gap, so one may expect it to absorb arbitrarily small energies at every wavevector below $2k_F$. This is true of free electrons in a plane. On a line it is false: at wavevector $k_F$ the smallest energy that can create an electron-hole pair is the whole Fermi energy.

Both failures are explained by one calculation, the density response of the free gas, called the Lindhard function. It gives the correct linear response away from $2k_F$ and shows why linear response breaks down at $2k_F$.

\section{The gas and the definition of the response}

Hartree atomic units are used, so $\hbar=m_e=1$. The electrons do not interact, the temperature is zero, and each orbital holds two electrons of opposite spin. They move on a ring of length $L$, with orbitals $e^{ikx}/\sqrt L$, energies $\varepsilon_k=k^2/2$ and $k=2\pi m/L$ for integer $m$. An odd number $M$ of orbitals is filled, those with $|m|\le (M-1)/2$. We place $k_F$ halfway between the last filled and the first empty orbital:
\begin{equation}
k_F=\frac{2\pi}{L}\,\frac M2=\frac{\pi M}{L},\qquad
n=\frac{2M}{L}=\frac{2k_F}{\pi},\qquad E_F=\frac{k_F^2}{2}.
\end{equation}
The occupation $f_k$ is 1 for $|k|<k_F$ and 0 for $|k|>k_F$.

The perturbation is a weak wave of potential energy, switched on slowly at a rate $\eta>0$:
\begin{equation}
V(x,t)=v\left[e^{i(qx-\omega t)}+e^{-i(qx-\omega t)}\right]e^{\eta t},
\qquad q>0,\quad v\ \text{real}.
\end{equation}
Let $n_q$ be the coefficient of $e^{iqx}$ in the density. The response $\chi_0$ is defined to first order in $v$ by $n_q=\chi_0(q,\omega)\,v\,e^{-i\omega t+\eta t}$. A static potential $2v\cos qx$ then produces the density change $2\chi_0v\cos qx$. Reflection symmetry makes $\chi_0$ even in $q$, so $q>0$ is enough.

\section{First-order response}

For one spin direction let $\rho=\sum|\psi\rangle\langle\psi|$, summed over the filled orbitals as they evolve. The Schr\"odinger equation gives $i\dot\rho=[H,\rho]$. Write $H=H_0+V$ and $\rho=\rho_0+\rho_1$, where $\rho_0$ is diagonal with entries $f_k$. To first order,
\begin{equation}
i\dot\rho_1=[H_0,\rho_1]+[V,\rho_0].
\end{equation}
Take the matrix element between $k+q$ on the left and $k$ on the right. The part of $V$ with $e^{iqx}$ raises $k$ by $q$ and contributes $v\,e^{-i\omega t+\eta t}$; the other part lowers $k$ and does not contribute. Hence
\begin{equation}
i\dot\rho_{k+q,k}=(\varepsilon_{k+q}-\varepsilon_k)\rho_{k+q,k}
+v\,e^{-i\omega t+\eta t}(f_k-f_{k+q}).
\end{equation}
The solution that vanishes in the distant past is proportional to $e^{-i\omega t+\eta t}$, for which $i\,d/dt$ becomes multiplication by $\omega+i\eta$. Therefore
\begin{equation}
\rho_{k+q,k}=v\,e^{-i\omega t+\eta t}\,
\frac{f_k-f_{k+q}}{\omega+\varepsilon_k-\varepsilon_{k+q}+i\eta}.
\end{equation}
The density is $2\langle x|\rho|x\rangle=(2/L)\sum_{k,k'}\rho_{k'k}\,e^{i(k'-k)x}$, with the 2 for spin. Its $e^{iqx}$ part collects the elements with $k'=k+q$, so
\begin{equation}
\chi_0(q,\omega)=\frac2L\sum_k
\frac{f_k-f_{k+q}}{\omega+\varepsilon_k-\varepsilon_{k+q}+i\eta}.
\label{eq:sum}
\end{equation}

\section{Rewriting the sum in terms of pairs}

A term of (\ref{eq:sum}) vanishes when $k$ and $k+q$ are both filled or both empty. Two kinds of term remain.

If $k$ is filled and $k+q$ is empty, the numerator is $+1$. The energy needed to move an electron from $k$ to $k+q$ is
\begin{equation}
\Delta_k=\frac{(k+q)^2-k^2}{2}=q\left(k+\frac q2\right),
\label{eq:delta}
\end{equation}
and the term equals $1/(\omega-\Delta_k+i\eta)$.

If $k$ is empty and $k+q$ is filled, the numerator is $-1$. Put $k=-k'-q$, so that $k+q=-k'$. Since $f$ and $\varepsilon$ are even, $k'$ is filled, $k'+q$ is empty, and $\varepsilon_k-\varepsilon_{k+q}=\varepsilon_{k'+q}-\varepsilon_{k'}=\Delta_{k'}$. The term equals $-1/(\omega+\Delta_{k'}+i\eta)$. Dropping the prime,
\begin{equation}
\chi_0(q,\omega)=\frac2L\sum_{\text{pairs}}\left[
\frac1{\omega-\Delta_k+i\eta}-\frac1{\omega+\Delta_k+i\eta}\right].
\label{eq:pairs}
\end{equation}
The sum runs over filled $k$ with empty $k+q$. Each such $k$ describes an electron-hole pair: an electron at $k+q$ and a hole at $k$.

\section{Which pairs exist}

Now let $L\to\infty$, so that $k$ is continuous. The pair conditions are $|k|<k_F$ and $|k+q|>k_F$. With $q>0$ and $k>-k_F$ we have $k+q>-k_F$, so the second condition requires $k+q>k_F$. Together,
\begin{equation}
\max(-k_F,\;k_F-q)<k<k_F .
\end{equation}
The lower limit is $k_F-q$ for $q<2k_F$ and $-k_F$ for $q>2k_F$. The energy (\ref{eq:delta}) increases with $k$, so its extremes lie at the ends of the interval. The upper end gives $q(k_F+q/2)$. The lower end gives $q(k_F-q/2)$ in the first case and $q(q/2-k_F)$ in the second. Both cases are covered by
\begin{equation}
\omega_-<\Delta<\omega_+,\qquad
\omega_-=\frac{q\,|q-2k_F|}{2},\qquad
\omega_+=\frac{q\,(q+2k_F)}{2}.
\label{eq:band}
\end{equation}
For every fixed $q$ with $0<q<2k_F$ the threshold $\omega_-=q(2k_F-q)/2$ is positive, and no pair lies below it. This is the absence of low-energy pairs.

The threshold depends on $q$. It vanishes at $q=0$ and $q=2k_F$, so no single energy gap serves the whole interval. Writing $\omega_-=[k_F^2-(q-k_F)^2]/2$ shows that its maximum there is $E_F$, at $q=k_F$. For a given energy $w<E_F$, the condition $\omega_->w$ reads $(q-k_F)^2<k_F^2-2w$. Pairs of energy up to $w$ are therefore absent for
\begin{equation}
k_F-\sqrt{k_F^2-2w}<q<k_F+\sqrt{k_F^2-2w}.
\label{eq:window}
\end{equation}

The reason is geometrical. A pair of low energy needs its electron and its hole both close to the Fermi energy. On a line this means close to one of the two points $\pm k_F$. If both are near the same point, $q$ is near 0; if they are near opposite points, $q$ is near $2k_F$.

\subsection*{Comparison with a plane}

In two dimensions let $\mathbf q$ point along $x$, with $0<q<2k_F$, and start from $\mathbf k=(-q/2+s,\,y)$ with small $s>0$. The pair energy is $q(k_x+q/2)=qs$. The pair exists if $|\mathbf k|<k_F<|\mathbf k+\mathbf q|$, that is, if
\begin{equation}
k_F^2-\left(\frac q2+s\right)^2<y^2<k_F^2-\left(\frac q2-s\right)^2 .
\end{equation}
This range of $y^2$ has width $2qs>0$, and for small $s$ it lies at positive $y^2$. A suitable $y$ exists however small $s$ is, so the pair energies reach down to zero. On the line $y=0$, and this freedom is missing. Beyond $2k_F$ there is a threshold in the plane too, because no chord of the Fermi circle is longer than its diameter.

\section{The static Lindhard function}

The number of $k$ values in $dk$ is $L\,dk/2\pi$, and (\ref{eq:delta}) gives $d\Delta=q\,dk$. The number of pairs per unit length and unit energy, with both spins counted, is
\begin{equation}
S=\frac2L\,\frac{L}{2\pi}\,\frac{dk}{d\Delta}=\frac1{\pi q}
\qquad(\omega_-<\Delta<\omega_+),
\label{eq:flat}
\end{equation}
and zero elsewhere. The pair spectrum is flat, because $\Delta$ is linear in $k$. The sum (\ref{eq:pairs}) becomes
\begin{equation}
\chi_0(q,\omega)=\frac1{\pi q}\int_{\omega_-}^{\omega_+}\!d\Delta
\left[\frac1{\omega-\Delta+i\eta}-\frac1{\omega+\Delta+i\eta}\right].
\label{eq:int}
\end{equation}
At $\omega=0$ and $q\ne2k_F$ the energy $\Delta$ stays away from zero, so $\eta$ can be set to zero at once. The bracket is $-2/\Delta$, and
\begin{equation}
\chi_0(q,0)=-\frac2{\pi q}\ln\frac{\omega_+}{\omega_-}
=-\frac{2}{\pi q}\ln\left|\frac{q+2k_F}{q-2k_F}\right| .
\label{eq:static}
\end{equation}
The argument of the logarithm is the ratio of the two band edges. The sign is negative because electrons gather where their potential energy is low.

\subsection*{Long and short waves}

For small $q$ put $z=q/2k_F$ and use $\ln[(1+z)/(1-z)]=2z+2z^3/3+\dots$:
\begin{equation}
\chi_0(q,0)=-\frac2{\pi k_F}\left(1+\frac{q^2}{12k_F^2}+\dots\right).
\end{equation}
The density is $n=2\sqrt{2E_F}/\pi$, so the density of states is $dn/dE_F=2/(\pi\sqrt{2E_F})=2/(\pi k_F)$. The long-wave rule of the opening is thus the limit $q\to0$. For $q\gg2k_F$ the logarithm tends to $4k_F/q$, and $\chi_0\to-8k_F/(\pi q^2)=-4n/q^2$.

\section{The divergence at $2k_F$}

Set $q=2k_F(1+\delta)$ with small $\delta$ of either sign. Then
\begin{equation}
\chi_0=-\frac{1}{\pi k_F(1+\delta)}\ln\frac{2+\delta}{|\delta|}
\simeq-\frac1{\pi k_F}\ln\frac2{|\delta|}.
\label{eq:log}
\end{equation}
The leading term is the same on both sides of $2k_F$.

The pair spectrum shows the cause. As $q\to2k_F$ the threshold $\omega_-$ goes to zero, while the pair density keeps the finite value $1/(2\pi k_F)$ right down to it. Each pair contributes in proportion to $1/\Delta$, and $\int d\Delta/\Delta$ diverges logarithmically at its lower end. The threshold also vanishes as $q\to0$, but there $\omega_+/\omega_-\to1$: the band becomes so narrow that the logarithm goes to zero like $q/k_F$, which cancels the factor $1/q$.

\subsection*{A finite ring}

On a ring the response at $q=2k_F$ is finite. This $q$ is $M$ steps of size $2\pi/L=2k_F/M$, and all $M$ filled orbitals can be raised by it into empty ones. With $k=2\pi m/L$ and $i=m+(M-1)/2$,
\begin{equation}
\Delta_k=q\,\frac{2\pi}{L}\left(m+\frac M2\right)
=\frac{4\pi k_F}{L}\left(i+\frac12\right),\qquad i=0,\dots,M-1 .
\end{equation}
At $\omega=0$, (\ref{eq:pairs}) gives $\chi_0=-(4/L)\sum1/\Delta_k$, so
\begin{equation}
\chi_0(2k_F,0)=-\frac1{\pi k_F}\sum_{i=0}^{M-1}\frac1{i+1/2}.
\end{equation}
Let $H_M=1+\frac12+\dots+\frac1M\simeq\ln M+\gamma$, where $\gamma$ is Euler's constant. The sum is twice the sum of $1/(2i+1)$, the odd terms of $H_{2M}$. The even terms add up to $H_M/2$, so the sum is $2H_{2M}-H_M\simeq\ln M+2\ln2+\gamma$, and
\begin{equation}
\chi_0(2k_F,0)\simeq-\frac{1}{\pi k_F}\left[\ln(4M)+\gamma\right].
\label{eq:ring}
\end{equation}
The divergence is reached as the ring grows at fixed density, and it is slow.

\subsection*{Where linear response stops}

First-order amplitudes have the size $v/\Delta$. Near $2k_F$ they are small if $|v|\ll\omega_-$, a condition that tightens as $q$ approaches $2k_F$. At $q=2k_F$ on an infinite line, the static potential couples the states $-k_F$ and $k_F$, which have the same energy. Within these two states the energy matrix has diagonal entries $E_F$ and off-diagonal entries $v$, with eigenvalues $E_F\pm v$. The states mix completely however small $v$ is. The infinite $\chi_0$ thus signals that the density change is no longer proportional to $v$; it does not predict an infinite density.

\section{The dynamic Lindhard function}

For $\omega>0$ split the first fraction in (\ref{eq:int}) into real and imaginary parts:
\begin{equation}
\frac1{\omega-\Delta+i\eta}
=\frac{\omega-\Delta}{(\omega-\Delta)^2+\eta^2}
-\frac{i\eta}{(\omega-\Delta)^2+\eta^2}.
\end{equation}
The real part integrates to
\begin{equation}
-\frac12\ln\frac{(\omega-\omega_+)^2+\eta^2}{(\omega-\omega_-)^2+\eta^2}
\;\longrightarrow\;\ln\left|\frac{\omega-\omega_-}{\omega-\omega_+}\right|
\qquad(\eta\to0).
\end{equation}
The imaginary part integrates to
\begin{equation}
-\arctan\frac{\omega_+-\omega}{\eta}+\arctan\frac{\omega_--\omega}{\eta}.
\end{equation}
As $\eta\to0$ this tends to $-\pi/2-\pi/2=-\pi$ for $\omega$ inside the band and to zero outside. In the second fraction of (\ref{eq:int}) the denominator $\omega+\Delta$ is positive, so it gives the real term $-\ln[(\omega+\omega_+)/(\omega+\omega_-)]$. Adding the pieces,
\begin{align}
\mathrm{Re}\,\chi_0(q,\omega)&=\frac1{\pi q}
\ln\left|\frac{\omega^2-\omega_-^2}{\omega^2-\omega_+^2}\right|,
\label{eq:re}\\
\mathrm{Im}\,\chi_0(q,\omega)&=
\begin{cases}-1/q,&\omega_-<\omega<\omega_+,\\
0,&0<\omega<\omega_-\ \text{or}\ \omega>\omega_+.\end{cases}
\label{eq:im}
\end{align}
At $\omega=0$, (\ref{eq:re}) reduces to (\ref{eq:static}).

The imaginary part equals $-\pi S$. By the golden rule, the wave creates pairs at the rate $2\pi v^2S=-2v^2\,\mathrm{Im}\,\chi_0$ per unit length. For $0<q<2k_F$ a weak wave with $\omega<\omega_-$ is therefore not absorbed at this order.

At high frequency, $\omega\gg\omega_+$, expanding the logarithm gives $(\omega_+^2-\omega_-^2)/\omega^2$. From (\ref{eq:band}), $\omega_+^2-\omega_-^2=2k_Fq^3$, hence $\chi_0\to2k_Fq^2/(\pi\omega^2)=nq^2/\omega^2$. This is the response of freely accelerated particles: Newton's law and particle conservation give $\partial_t^2\delta n=n\,\partial_x^2V$, so $-\omega^2n_q=-nq^2v$.

\section{Worked example}

Take $k_F=0.5\,\mathrm{bohr}^{-1}$, a round model value. Then $n=2(0.5)/\pi=0.318\,\mathrm{bohr}^{-1}$ and $E_F=0.5^2/2=0.125$ hartree, or $3.40$ eV. All values of $\chi_0$ below are in $\mathrm{bohr}^{-1}\,\mathrm{hartree}^{-1}$.

For $q=1.5\,k_F=0.75\,\mathrm{bohr}^{-1}$ we have $k_Fq=0.375$ and $q^2/2=0.28125$. The band edges are their difference and sum, $0.09375$ and $0.65625$ hartree, with ratio 7. Hence
\begin{equation}
\chi_0=-\frac{2}{0.75\,\pi}\ln7=-1.652 .
\end{equation}
Other wavevectors give:

\begin{center}
\begin{tabular}{cccc}
$q/k_F$ & $\omega_-$ (hartree) & $\omega_+$ (hartree) & $\chi_0(q,0)$\\
0.1 & 0.0238 & 0.0263 & $-1.274$\\
1.0 & 0.1250 & 0.3750 & $-1.399$\\
1.9 & 0.0238 & 0.9263 & $-2.455$\\
2.1 & 0.0263 & 1.0763 & $-2.252$\\
3.0 & 0.3750 & 1.8750 & $-0.683$
\end{tabular}
\end{center}

The rows for $0.1$ and $1.9$ have the same threshold but responses that differ by a factor of about 1.9. Two changes compete in (\ref{eq:static}): the ratio $\omega_+/\omega_-$ rises from $2.1/1.9$ to $39$, so the logarithm grows from $0.100$ to $3.66$, a factor of about 37, while the pair density $1/(\pi q)$ falls by a factor of 19. The largest threshold below $2k_F$ is $0.125$ hartree ($3.40$ eV), at $q=k_F$.

For $w=0.1\,E_F=0.0125$ hartree, $2w=0.1\,k_F^2$, and (\ref{eq:window}) gives $1\pm\sqrt{0.9}$ in units of $k_F$. No pairs of energy up to $w$ exist for $0.051\,k_F<q<1.949\,k_F$.

At $q=k_F$ the pair band runs from $E_F$ to $3E_F$. For $\omega=2E_F$, inside it, $\mathrm{Re}\,\chi_0=\frac{1}{0.5\pi}\ln(3/5)=-0.325$ and $\mathrm{Im}\,\chi_0=-1/0.5=-2$. For $\omega=0.5\,E_F$, below it, $\chi_0=-1.564$ with no imaginary part.

Close to $2k_F$ the growth is slow. At $|\delta|=10^{-2}$ the response is $-3.404$ below and $-3.343$ above $2k_F$, and (\ref{eq:log}) gives $-3.373$. At $|\delta|=10^{-6}$ it is still only $-9.24$. On a ring at $q=2k_F$, $M=101$ gives $-4.188$ and $M=1001$ gives $-5.648$. For large $M$ each factor of ten adds $\ln10/(\pi k_F)=1.466$ to $|\chi_0|$.

The numerical check also solves the Schr\"odinger equation directly, for a slowly switched wave and for a weak static potential, on a finite ring. The first density is compared with the sum (\ref{eq:sum}), the second with (\ref{eq:static}). The dynamic formulas (\ref{eq:re}) and (\ref{eq:im}) are compared with the sum (\ref{eq:sum}) on a very long ring with small $\eta$.

\section{Conditions on the result}

The threshold refers to single pairs. These are what a density wave creates from the free ground state at first order, since it moves one electron from $k$ to $k+q$.

Zero temperature is essential to the sharp threshold. At finite temperature every orbital is partly filled and partly empty. An electron can then move from $k$ slightly above $-q/2$ to $k+q$ at an energy cost $q(k+q/2)$ as small as one likes. For $0<q<2k_F$ such moves are rare when the temperature is far below $E_F$ and $-q/2$ is well inside the filled range, but they are not forbidden.

The electrons were taken as non-interacting. The formulas give the response of the free gas to the total potential acting on it, and they make no statement about how interactions change the pair spectrum or the divergence.

\section*{Numbers as computed}
\begin{verbatim}
kF = 0.500 1/bohr, density n = 0.31831 1/bohr
EF = 0.12500 hartree = 3.4014 eV
chi0 is in 1/(bohr hartree) throughout
Ring M=21, j=8, w=0.1750, eta=0.0250 hartree:
  chi0 by propagation -0.65547-2.02771j, by sum -0.65547-2.02771j
Static chi0, ring M=201 diagonalized / closed formula:
  q = 0.5970 kF: -1.31321 / -1.31322
  q = 3.1841 kF: -0.59046 / -0.59047
Density of states at EF = 1.27324 1/(bohr hartree)
Pair band (hartree) and static chi0:
  q=0.1 kF: lo=0.02375 hi=0.02625 chi0=-1.27430
  q=0.5 kF: lo=0.09375 hi=0.15625 chi0=-1.30081
  q=1.0 kF: lo=0.12500 hi=0.37500 chi0=-1.39880
  q=1.5 kF: lo=0.09375 hi=0.65625 chi0=-1.65174
  q=1.9 kF: lo=0.02375 hi=0.92625 chi0=-2.45505
  q=2.1 kF: lo=0.02625 hi=1.07625 chi0=-2.25156
  q=2.5 kF: lo=0.15625 hi=1.40625 chi0=-1.11904
  q=3.0 kF: lo=0.37500 hi=1.87500 chi0=-0.68307
Highest threshold for q < 2kF: 0.12500 hartree = 3.4014 eV at q = 1.000 kF
No pairs up to 0.01250 hartree for 0.0513 kF < q < 1.9487 kF
  ring M=401: 204 such pairs, nearest q = 0.0499 and 1.9551 kF
Pair density, q=1.000 kF, 10 bins: 0.6368 to 0.6368; 1/(pi q)=0.6368
Pair density, q=2.999 kF, 10 bins: 0.2122 to 0.2127; 1/(pi q)=0.2123
Dynamic chi0, long-ring sum / closed formula:
  q=1 kF, w=0.5 EF: -1.5640-0.0001j / -1.5640+0.0000j
  q=1 kF, w=2 EF: -0.3252-1.9999j / -0.3252-2.0000j
  q=1 kF, w=4 EF: 0.4852-0.0000j / 0.4852+0.0000j
  q=3 kF, w=1 EF: -0.7071-0.0000j / -0.7071+0.0000j
  q=3 kF, w=8 EF: -0.2279-0.6667j / -0.2279-0.6667j
  q=3 kF, w=17 EF: 0.3132-0.0000j / 0.3132+0.0000j
Approach to 2kF, q = 2kF(1+d): chi0 at -d, at +d, log law
  d=1e-01: -2.0828, -1.7620, -1.9071
  d=1e-02: -3.4039, -3.3428, -3.3730
  d=1e-04: -6.3054, -6.3042, -6.3048
  d=1e-06: -9.2365, -9.2365, -9.2365
At q = 2kF on a ring: sum, large-M law
  M=11: -2.77678, -2.77656
  M=101: -4.18809, -4.18809
  M=1001: -5.64826, -5.64826
  M=10001: -7.11356, -7.11356
Growth of |chi0| per factor 10: 1.4659
Two dimensions, q = kF: lowest pair energy on a grid
  grid step 0.008 kF: 0.002000 hartree
  grid step 0.002 kF: 0.000750 hartree
\end{verbatim}
